# Tip-induced band bending and the zero-conductance window of a semiconductor: verification in Python

```python
"""Tip-induced band bending in tunnelling spectroscopy of an n-type semiconductor.

Result under test: if current starts when the tip Fermi level meets a surface
band edge, the apparent gap is Eg + b(V+) - b(V-), and with depletion at both
edges it equals
    Eg + eps0*Eg*(2*(W-chi)-Eg) / (2*kappa*N*e^2*d^2).
b: upward surface band bending; V: sample bias; W: tip work function;
chi: electron affinity; kappa: relative permittivity; N: donor density;
d: vacuum gap. Energies in eV, lengths in nm, doping in cm^-3.
The sample Fermi level is the energy zero and lies at the bulk conduction edge.
The bending is computed from a finite-volume Poisson solution; leakage through
the depletion layer and the finite tip radius are estimated separately.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq
from scipy.constants import e, epsilon_0, k, hbar, m_e, pi

# Rough typical parameters: hydrogen-passivated Si(001), platinum-like tip
TEMP, EG, CHI, KAPPA = 77.0, 1.17, 4.05, 11.7
WORK, DOPING, GAP = 5.6, 5e18, 1.0
LOW_WORK = 4.5
M_LONG, M_TRANS, LATTICE, VALLEY_POS = 0.92, 0.19, 0.543, 0.85
KT = k * TEMP / e
WAVE = np.sqrt(2 * m_e * e) / hbar * 1e-9   # wavenumber per sqrt(eV), 1/nm


def curvature(doping):
    """Band curvature in a fully depleted layer, eV/nm^2."""
    return e * doping * 1e6 / (KAPPA * epsilon_0) * 1e-18


def laplacian(conductance):
    """Graph Laplacian of a chain of cells."""
    main = np.zeros(len(conductance) + 1)
    main[:-1] += conductance
    main[1:] += conductance
    dense = np.diag(main) - np.diag(conductance, 1) - np.diag(conductance, -1)
    return sp.csr_matrix(dense)


Z_PLANAR = np.linspace(0, 35, 351)


def sweep(volts, doping=DOPING, gap=GAP, work=WORK, radius=np.inf,
          r_faces=np.array([0.0, 1.0]), z_faces=Z_PLANAR):
    """Poisson solution at rising biases: vacuum drop, axial bands, depth."""
    rc = (r_faces[1:] + r_faces[:-1]) / 2
    zc = (z_faces[1:] + z_faces[:-1]) / 2
    area, dz = pi * np.diff(r_faces**2), np.diff(z_faces)
    local_gap = gap + rc**2 / (2 * radius)
    top = np.zeros((len(rc), len(zc)))
    top[:, 0] = area / (zc[0] + KAPPA * local_gap)
    top = top.ravel()
    radial = laplacian(2 * pi * r_faces[1:-1] / np.diff(rc))
    vertical = laplacian(1 / np.diff(zc))
    matrix = (sp.kron(sp.diags(area), vertical)
              + sp.kron(radial, sp.diags(dz)) + sp.diags(top)).tocsc()
    charge = np.outer(area, dz).ravel() * curvature(doping)
    b = np.zeros(len(top))
    drops, bands = [], []
    for volt in volts:
        total = volt + work - CHI
        for _ in range(200):
            electrons = np.exp(-b / KT)
            residual = matrix @ b + charge * (1 - electrons) - top * total
            jacobian = (matrix + sp.diags(charge * electrons / KT)).tocsc()
            step = spsolve(jacobian, -residual)
            b = b + step
            if np.max(np.abs(step)) < 1e-8:
                break
        else:
            raise AssertionError("Poisson iteration did not converge")
        field = (total - b[0]) / (zc[0] + KAPPA * local_gap[0])
        drop = field * KAPPA * local_gap[0]
        drops.append(drop)
        bands.append(np.concatenate(([total - drop], b[:len(zc)])))
    return np.array(drops), np.array(bands), np.concatenate(([0.0], zc))


def surface_edges(volts, bands):
    """Biases where the tip Fermi level meets the surface band edges."""
    offset = volts - bands[:, 0]
    return np.interp(-EG, offset, volts), np.interp(0.0, offset, volts)


def bending(drop, doping=DOPING, gap=GAP):
    """Surface bending from the first integral at a given vacuum drop."""
    target = (drop / (KAPPA * gap))**2 / (2 * curvature(doping))

    def mismatch(b):
        return b - KT * (1 - np.exp(-b / KT)) - target
    if drop > 0:
        return brentq(mismatch, 0, target + 2 * KT)
    return brentq(mismatch, -1, 0)


def closed_gap(doping, gap):
    excess = epsilon_0 * EG * (2 * (WORK - CHI) - EG)
    return EG + excess / (2 * KAPPA * doping * 1e6 * e * (gap * 1e-9)**2)


# Smallest lateral wavevector of the side valleys on the 2x1 surface
K_SIDE = 2 * pi / LATTICE * min(
    np.hypot(VALLEY_POS + 0.5 * i + j, 0.5 * i - j)
    for i in range(-3, 4) for j in range(-3, 4))
VALLEYS = ((M_LONG, 0.0, 1.0), (M_TRANS, K_SIDE, 2.0))


def leakage(volt, drop, band, depth, work=WORK):
    """WKB signal relative to an unobstructed state at the tip Fermi level."""
    x = np.linspace(0, 40, 201)
    energy = max(0.0, volt) + KT * x
    barrier = np.clip(band[None, :] - energy[:, None], 0, None)
    reference = WAVE * np.sqrt(work - drop / 2)
    height = work - drop / 2 + volt - energy
    signal = 0.0
    for mass, lateral, weight in VALLEYS:
        action = WAVE * trapezoid(np.sqrt(mass * barrier), depth, axis=1)
        decay = np.sqrt(WAVE**2 * height + lateral**2) - reference
        signal += weight * trapezoid(
            np.exp(-x - 2 * action - 2 * GAP * decay), x)
    return signal


def detected_edges(volts, drops, bands, depth, floor):
    """Ends of the window in which the leakage signal is below the floor."""
    logs = np.log([leakage(v, u, b, depth)
                   for v, u, b in zip(volts, drops, bands)])
    pos, neg = volts > 0.01, volts < -0.01
    upper = np.interp(np.log(floor), logs[pos], volts[pos])
    lower = np.interp(np.log(floor), logs[neg][::-1], volts[neg][::-1])
    return max(lower, surface_edges(volts, bands)[0]), upper


fine = np.linspace(-1.25, 1.35, 53)
coarse = np.linspace(-1.25, 1.35, 27)

# Planar model: first integral, monotonic bending, edges and closed formula
drops, bands, depth = sweep(fine)
surface = bands[:, 0]
predicted = np.array([bending(u) for u in drops])
error_bending = np.max(np.abs(surface - predicted))
assert error_bending < 2e-3
assert np.all(np.diff(surface) > 0) and np.all(np.diff(drops) > 0)
v_minus, v_plus = surface_edges(fine, bands)
window = v_plus - v_minus
b_plus, b_minus = bending(WORK - CHI), bending(WORK - CHI - EG)
assert abs(v_plus - b_plus) < 3e-3
assert abs(v_minus - (b_minus - EG)) < 3e-3
assert abs(window - closed_gap(DOPING, GAP)) < 4e-3

# Doping and tip-height dependence
table = []
for doping, gap in ((1e19, 1.0), (2e19, 1.0), (5e18, 1.5), (5e18, 2.0)):
    case_bands = sweep(coarse, doping, gap)[1]
    low, high = surface_edges(coarse, case_bands)
    assert abs(high - low - closed_gap(doping, gap)) < 4e-3
    table.append((doping, gap, high - low, closed_gap(doping, gap)))

# Low-work-function tip: accumulation at the lower edge
low_drops, low_bands, _ = sweep(fine, work=LOW_WORK)
low_minus, low_plus = surface_edges(fine, low_bands)
low_b_plus = bending(LOW_WORK - CHI)
low_b_minus = bending(LOW_WORK - CHI - EG)
assert low_b_minus < 0 < low_b_plus
assert abs(low_plus - low_minus - (EG + low_b_plus - low_b_minus)) < 4e-3
zero = int(np.argmin(np.abs(fine)))
leak_zero = leakage(0.0, drops[zero], bands[zero], depth)
leak_zero_low = leakage(0.0, low_drops[zero], low_bands[zero], depth, LOW_WORK)

# Leakage-limited window in the planar model
detected = {f: detected_edges(fine, drops, bands, depth, f)
            for f in (1e-2, 1e-3)}
assert detected[1e-2][1] - detected[1e-2][0] > EG

# Finite tip radius, with the planar limit as a check of the 2D solver
r_grid = 90 * np.linspace(0, 1, 27)**1.3
z_grid = 35 * np.linspace(0, 1, 51)**1.5
flat = sweep([1.05], r_faces=r_grid, z_faces=z_grid)[1][0, 0]
assert abs(flat - np.interp(1.05, fine, surface)) < 0.01
radius_rows = []
for radius in (100.0, 30.0):
    ru, rb, rz = sweep(coarse, radius=radius, r_faces=r_grid, z_faces=z_grid)
    r_low, r_high = surface_edges(coarse, rb)
    assert EG < r_high - r_low < window
    d_low, d_high = detected_edges(coarse, ru, rb, rz, 1e-2)
    radius_rows.append((radius, r_high, r_high - r_low, d_low, d_high))

# Position of the Fermi level with Fermi-Dirac statistics
dos_mass = 6**(2 / 3) * (M_LONG * M_TRANS**2)**(1 / 3)
n_c = 2 * (dos_mass * m_e * k * TEMP / (2 * pi * hbar**2))**1.5 * 1e-6


def filling(eta):
    integral = quad(lambda x: np.sqrt(x) / (1 + np.exp(x - eta)), 0, 60)[0]
    return n_c * 2 / np.sqrt(pi) * integral - DOPING


fermi_shift = KT * brentq(filling, -5, 10)

field_plus = (WORK - CHI) / (KAPPA * GAP)
width_plus = np.sqrt(2 * (b_plus - KT) / curvature(DOPING))
print(f"Temperature {TEMP:.0f} K, kT = {KT*1e3:.2f} meV")
print(f"True gap {EG:.2f} eV, affinity {CHI:.2f} eV, permittivity {KAPPA:.1f}")
print(f"Tip work function {WORK:.2f} eV, vacuum gap {GAP:.1f} nm")
print(f"Donor density {DOPING:.1e} cm^-3")
print(f"Depletion curvature K = {curvature(DOPING):.6f} eV/nm^2")
print(f"Vacuum drop at upper edge {WORK-CHI:.2f} eV")
print(f"Vacuum drop at lower edge {WORK-CHI-EG:.2f} eV")
print(f"Semiconductor surface field, upper edge {field_plus*10:.3f} MV/cm")
print(f"Depletion width, upper edge {width_plus:.1f} nm")
print(f"Bending at upper edge, first integral {b_plus:.3f} eV")
print(f"Bending at lower edge, first integral {b_minus:.3f} eV")
print(f"Upper edge bias, Poisson solution {v_plus:.3f} V")
print(f"Lower edge bias, Poisson solution {v_minus:.3f} V")
print(f"Ideal window, Poisson solution {window:.3f} eV")
print(f"Ideal window, closed formula {closed_gap(DOPING, GAP):.3f} eV")
print(f"Ideal widening {window-EG:.3f} eV")
print(f"Largest bending error over sweep {error_bending*1e3:.3f} meV")
for doping, gap, numeric, formula in table:
    print(f"N={doping:.0e} cm^-3, d={gap:.1f} nm: window {numeric:.3f} eV,"
          f" formula {formula:.3f} eV")
print(f"Low-work-function tip {LOW_WORK:.2f} eV:")
print(f"  bending upper {low_b_plus:.3f} eV, lower {low_b_minus:.3f} eV")
print(f"  edge-to-edge window {low_plus-low_minus:.3f} eV")
print(f"  relative leakage at zero bias {leak_zero_low:.1e}")
print(f"Relative leakage at zero bias, main tip {leak_zero:.1e}")
print(f"Side-valley lateral wavevector {K_SIDE:.2f} 1/nm")
print(f"Valley masses {M_LONG:.2f} and {M_TRANS:.2f} electron masses")
for floor, (low, high) in detected.items():
    print(f"Planar, detection floor {floor:.0e}: {low:.2f} V to {high:.2f} V,"
          f" window {high-low:.2f} eV")
for radius, high, ideal, d_low, d_high in radius_rows:
    print(f"Tip radius {radius:.0f} nm: upper edge {high:.2f} V,"
          f" ideal window {ideal:.2f} eV")
    print(f"  floor 1e-02: {d_low:.2f} V to {d_high:.2f} V,"
          f" window {d_high-d_low:.2f} eV")
print(f"Fermi level above conduction edge {fermi_shift*1e3:.1f} meV")
print(f"Margin to inversion, gap minus bending {(EG-b_plus)*1e3:.0f} meV")
print("PASS")
```

Printed output:

```
Temperature 77 K, kT = 6.64 meV
True gap 1.17 eV, affinity 4.05 eV, permittivity 11.7
Tip work function 5.60 eV, vacuum gap 1.0 nm
Donor density 5.0e+18 cm^-3
Depletion curvature K = 0.007733 eV/nm^2
Vacuum drop at upper edge 1.55 eV
Vacuum drop at lower edge 0.38 eV
Semiconductor surface field, upper edge 1.325 MV/cm
Depletion width, upper edge 17.1 nm
Bending at upper edge, first integral 1.141 eV
Bending at lower edge, first integral 0.075 eV
Upper edge bias, Poisson solution 1.141 V
Lower edge bias, Poisson solution -1.095 V
Ideal window, Poisson solution 2.237 eV
Ideal window, closed formula 2.237 eV
Ideal widening 1.067 eV
Largest bending error over sweep 0.007 meV
N=1e+19 cm^-3, d=1.0 nm: window 1.703 eV, formula 1.703 eV
N=2e+19 cm^-3, d=1.0 nm: window 1.437 eV, formula 1.437 eV
N=5e+18 cm^-3, d=1.5 nm: window 1.644 eV, formula 1.644 eV
N=5e+18 cm^-3, d=2.0 nm: window 1.437 eV, formula 1.437 eV
Low-work-function tip 4.50 eV:
  bending upper 0.102 eV, lower -0.025 eV
  edge-to-edge window 1.298 eV
  relative leakage at zero bias 1.4e-02
Relative leakage at zero bias, main tip 6.8e-10
Side-valley lateral wavevector 7.06 1/nm
Valley masses 0.92 and 0.19 electron masses
Planar, detection floor 1e-02: -0.95 V to 0.67 V, window 1.61 eV
Planar, detection floor 1e-03: -0.81 V to 0.52 V, window 1.33 eV
Tip radius 100 nm: upper edge 0.69 V, ideal window 1.79 eV
  floor 1e-02: -0.89 V to 0.36 V, window 1.25 eV
Tip radius 30 nm: upper edge 0.50 V, ideal window 1.61 eV
  floor 1e-02: -0.81 V to 0.23 V, window 1.03 eV
Fermi level above conduction edge 5.5 meV
Margin to inversion, gap minus bending 29 meV
PASS
```
